# Finite-size error of the dielectric constant in single-point supercell calculations: verification in Python

```python
# Umari-Pasquarello single-point finite-field scheme for a model insulator.
# F = E0[psi] + f*(eE/b)*Im ln det S, S_ij = <psi_i|exp(i b x)|psi_j>, b = 2 pi/L, L = N a.
# Model: chains of cross-section A, V(x) = -V1 cos(2 pi x/a) + V2 sin(4 pi x/a), one band
# with f = 2 electrons, planar Hartree kernel e^2/(eps0 A q^2) for q != 0 (RPA level).
# Result under test: eps(L) = eps_inf + C/L^2 + O(L^-4),
#   C = 8 pi^2 e^2 B(i u1, i u3)/(eps0 A a); u1, u3 = first/third-order k.p corrections of
#   the cell-periodic state (intermediate normalization); B = screened response form.
# Also: critical field e E_c L/(2 pi gap) -> 1, and C = 0 for a harmonic well.
# Internal units: eV, nm; eE in eV/nm.
import numpy as np
from scipy import constants as sc

ck = sc.hbar**2/(2*sc.m_e)/sc.e*1e18      # hbar^2/2m
e2 = sc.e/sc.epsilon_0*1e9                # e^2/eps0
a, A, V1, V2, f, n, Efield = 0.4, 0.16, 6.0, 1.0, 2, 12, 5e6
dx, G = a/n, 2*np.pi/a
x = np.arange(n)*dx
Gm = np.fft.fftfreq(n, 1.0/n)*G
Fm = np.exp(-1j*np.outer(Gm, x))/np.sqrt(n)
pref = e2/(A*a)
vext = lambda y: -V1*np.cos(G*y) + V2*np.sin(2*G*y)

def kernel(q):
    k = np.zeros_like(q); k[1:] = e2/(A*q[1:]**2); return k
def fourier_op(d):
    return np.fft.ifft(d[:, None]*np.fft.fft(np.eye(len(d)), axis=0), axis=0)
Kmat = fourier_op(kernel(Gm)).real
def cell_op(d):
    return np.einsum('mi,km,mj->kij', Fm.conj(), d, Fm)

class Crystal:
    def __init__(s, N):
        s.N, s.L, s.b = N, N*a, 2*np.pi/(N*a)
        s.ks = s.b*np.arange(N)
        T = cell_op(ck*(s.ks[:, None] + Gm)**2)
        vh = np.zeros(n)
        for _ in range(300):
            s.H = T + np.diag(vext(x) + vh)
            s.e, s.U = np.linalg.eigh(s.H)
            new = Kmat @ (f*np.sum(abs(s.U[:, :, 0])**2, axis=0)/(N*dx))
            if abs(new - vh).max() < 1e-12: break
            vh += 0.5*(new - vh)
        else: raise RuntimeError('scf')
        s.v = vext(x) + vh
        s.u, s.C, s.D = s.U[:, :, 0], s.U[:, :, 1:], s.e[:, 1:] - s.e[:, :1]
        s.R = np.einsum('kic,kc,kjc->kij', s.C, 1/s.D, s.C.conj())
        chi0 = -2*f/(N*dx)*np.einsum('ki,kij,kj->ij', s.u.conj(), s.R, s.u).real
        s.W = Kmat @ np.linalg.inv(np.eye(n) - chi0 @ Kmat)
        ap = lambda M, w: np.einsum('kij,kj->ki', M, w)
        dot = lambda p, w: np.sum(p.conj()*w, axis=1)[:, None]
        V = cell_op(2*ck*(s.ks[:, None] + Gm))
        E1 = dot(s.u, ap(V, s.u)); s.u1 = -ap(s.R, ap(V, s.u)); E2 = dot(s.u, ap(V, s.u1))
        u2 = -ap(s.R, ap(V, s.u1) - E1*s.u1)
        s.u3 = -ap(s.R, ap(V, u2) - E1*u2 - E2*s.u1)
    def shift(s, w, step):
        j = np.arange(s.N) + step
        ph = np.exp(-1j*np.outer(j//s.N, G*x))
        return w[j % s.N]*(ph if w.ndim == 2 else ph[:, :, None])
    def X(s, step):
        dual = lambda w: w/np.sum(s.u.conj()*w, axis=1)[:, None]
        return 1j*(dual(s.shift(s.u, step)) - dual(s.shift(s.u, -step)))/(2*step*s.b)
    def B(s, Z, X, screened=True):
        RZ, RX = (np.einsum('kij,kj->ki', s.R, w) for w in (Z, X))
        sZ, sX = (-2*f/(s.N*dx)*np.sum(s.u.conj()*w, axis=0).real for w in (RZ, RX))
        return 2*f/s.N*np.sum(Z.conj()*RX).real - (dx*sZ @ s.W @ sX if screened else 0)
    def eps(s, X): return 1 + pref*s.B(X, X)

def lowdin(P):
    w, Z = np.linalg.eigh(P.conj().T @ P)
    return P @ (Z/np.sqrt(w)) @ Z.conj().T

class Supercell:
    def __init__(s, cr):
        s.N, s.b = cr.N, cr.b
        ng = s.N*n; y = np.arange(ng)*dx
        q = 2*np.pi*np.fft.fftfreq(ng, dx)
        s.kin, s.ker, s.vx = ck*q**2, kernel(q), vext(y)
        s.ph = np.exp(1j*s.b*y)[:, None]
        e, U = np.linalg.eigh(fourier_op(s.kin) + np.diag(np.tile(cr.v, s.N)))
        s.V0, s.C0, s.den = U[:, :s.N], U[:, s.N:], e[s.N:, None] - e[None, :s.N]
    def evaluate(s, P, eE):
        rho = f*np.sum(abs(P)**2, axis=1)/dx
        vh = np.fft.ifft(s.ker*np.fft.fft(rho)).real
        h = np.fft.ifft(s.kin[:, None]*np.fft.fft(P, axis=0), axis=0) + s.vx[:, None]*P
        Si = np.linalg.inv(P.conj().T @ (s.ph*P))
        g = h + vh[:, None]*P + eE/(2j*s.b)*(s.ph*(P @ Si) - s.ph.conj()*(P @ Si.conj().T))
        return f*np.sum(P.conj()*h).real + 0.5*dx*rho @ vh, g - P @ (P.conj().T @ g)
    def det(s, P): return np.linalg.det(P.conj().T @ (s.ph*P))
    def solve(s, eE):
        P = s.V0.copy()
        for it in range(400):
            R = s.evaluate(P, eE)[1]
            if abs(R).max() < 1e-11: return P, it
            P = lowdin(P - 0.4*s.C0 @ ((s.C0.conj().T @ R)/s.den))
        raise RuntimeError('field minimization')

def adler_wiser(cr, q):
    e2q, U2 = np.linalg.eigh(cell_op(ck*(cr.ks[:, None] + q + Gm)**2) + np.diag(cr.v))
    M = np.einsum('kxn,gx,kxm->kgnm', cr.U.conj(), Fm*np.sqrt(n), U2)
    Ma, Mb = M[:, :, 0, 1:], M[:, :, 1:, 0]
    chi = np.einsum('kgc,kc,khc->gh', Ma, 1/(cr.e[:, :1] - e2q[:, 1:]), Ma.conj())
    chi -= np.einsum('kgc,kc,khc->gh', Mb, 1/(cr.e[:, 1:] - e2q[:, :1]), Mb.conj())
    sv = np.sqrt(e2/A)/abs(q + Gm)
    return 1/np.linalg.inv(np.eye(n) - f/cr.L*np.outer(sv, sv)*chi)[0, 0].real

cr = {N: Crystal(N) for N in (4, 8, 12, 16, 24, 32, 64, 128, 256)}
print(f"hbar^2/2m = {ck:.6f} eV nm^2, e^2/eps0 = {e2:.5f} eV nm")
print(f"a = {a} nm, A = {A} nm^2, V1 = {V1} eV, V2 = {V2} eV, f = {f}, points/cell = {n}")
print(f"field = +-{Efield:.1e} V/m")

# gradient against finite differences, energy part and phase part separately
rng = np.random.default_rng(1); S4 = Supercell(cr[4]); sh = S4.V0.shape
rnd = lambda: rng.normal(size=sh) + 1j*rng.normal(size=sh)
P = lowdin(S4.V0 + 0.03*rnd()); eta = rnd(); eta -= P @ (P.conj().T @ eta)
eta /= np.linalg.norm(eta); t = 1e-5
Pp, Pm = lowdin(P + t*eta), lowdin(P - t*eta)
R0, R1 = S4.evaluate(P, 0)[1], S4.evaluate(P, 1.0)[1]
g0 = (S4.evaluate(Pp, 0)[0] - S4.evaluate(Pm, 0)[0])/(2*t) - 2*f*np.sum(eta.conj()*R0).real
fd1 = f/S4.b*np.angle(S4.det(Pp)/S4.det(Pm))/(2*t)
g1 = fd1 - 2*f*np.sum(eta.conj()*(R1 - R0)).real
assert abs(g0) < 1e-6 and abs(g1) < 1e-7
print(f"gradient errors: energy {abs(g0):.0e} eV, dipole {abs(g1):.0e} nm (value {fd1:.4f} nm)")

ref = cr[256]; gap = ref.D[:, 0].min()
eps_inf = ref.eps(1j*ref.u1)
Cth = 8*np.pi**2*pref*ref.B(1j*ref.u1, 1j*ref.u3)
aw = (4*adler_wiser(cr[64], 0.02) - adler_wiser(cr[64], 0.04))/3
assert abs(aw - eps_inf) < 1e-6
print(f"gap = {gap:.5f} eV, valence width = {np.ptp(ref.e[:, 0]):.5f} eV")
print(f"e^2/(eps0 A a) = {pref:.4f} eV/nm^2")
print(f"B(iu1,iu1) = {ref.B(1j*ref.u1, 1j*ref.u1):.6e} nm^2/eV")
print(f"B(iu1,iu3) = {ref.B(1j*ref.u1, 1j*ref.u3):.6e} nm^4/eV")
print(f"eps_inf = {eps_inf:.7f}, Adler-Wiser q->0 = {aw:.7f}")
print(f"eps_inf without local fields = {1 + pref*ref.B(1j*ref.u1, 1j*ref.u1, False):.7f}")
print(f"C (formula) = {Cth:.6f} nm^2")
rem = np.linalg.norm(ref.X(1) - 1j*ref.u1 - 1j*ref.b**2*ref.u3)/np.linalg.norm(ref.b**2*ref.u3)
assert rem < 1e-2
print(f"|X(b)-iu1-ib^2u3|/|b^2u3| at N=256: {rem:.1e}")

eE = Efield*1e-9; es = {}
print("N  L(nm)  dphi(rad)  iter  eps_supercell  eps_linear  L^2(eps-eps_inf)(nm^2)")
for N in (8, 12, 16, 24, 32):
    c = cr[N]; sc_ = Supercell(c)
    prod = (-1)**(N - 1)*np.prod(np.sum(c.shift(c.u, 1).conj()*c.u, axis=1))
    assert abs(sc_.det(sc_.V0) - prod) < 1e-9
    (Pp, it), (Pm, _) = sc_.solve(eE), sc_.solve(-eE)
    dphi = np.angle(sc_.det(Pp)/sc_.det(Pm))
    dP = -f*sc.e*dphi/(2*np.pi*A*1e-18)
    es[N] = 1 + dP/(sc.epsilon_0*2*Efield); lin = c.eps(c.X(1))
    assert abs(es[N] - lin) < 2e-5
    print(f"{N} {c.L:.1f} {dphi:.6e} {it} {es[N]:.6f} {lin:.6f} {c.L**2*(es[N]-eps_inf):.4f}")
print(f"N=32: |det S| = {abs(prod):.5f}, P(+E)-P(-E) = {dP:.6e} C/m^2")

slope = lambda e1, e2_, r: np.log(abs(e2_/e1))/np.log(r)
cs = {N: cr[N].L**2*(es[N] - eps_inf) for N in es}
Csup = (4*cs[32] - cs[16])/3; ssup = slope(es[24] - eps_inf, es[32] - eps_inf, 32/24)
el = {N: cr[N].eps(cr[N].X(1)) - eps_inf for N in (128, 256)}
Clin = (4*el[256]*cr[256].L**2 - el[128]*cr[128].L**2)/3; slin = slope(el[128], el[256], 2)
assert abs(Csup/Cth - 1) < 2e-2 and abs(ssup + 2) < 0.2
assert abs(Clin/Cth - 1) < 1e-4 and abs(slin + 2) < 0.01
print(f"C extrapolated: supercell N=16,32 {Csup:.4f} nm^2; linear N=128,256 {Clin:.6f} nm^2")
print(f"log-log slope: supercell N=24,32 {ssup:.3f}; linear N=128,256 {slin:.4f}")
print(f"eps(32) - C/L^2 = {es[32] - Cth/cr[32].L**2:.6f}")

mesh = {N: cr[N].eps(1j*cr[N].u1) - eps_inf for N in (4, 8, 12, 16)}
assert abs(mesh[16]) < 1e-2*abs(Cth)/cr[16].L**2 and abs(mesh[16]) < abs(mesh[8])/64
print("mesh error with exact u1: " + ", ".join(f"N={N} {v:.1e}" for N, v in mesh.items()))
e4 = {N: cr[N].eps((4*cr[N].X(1) - cr[N].X(2))/3) - eps_inf for N in (16, 32, 64, 128)}
s4 = slope(e4[64], e4[128], 2)
assert abs(s4 + 4) < 0.2
print("two-shell stencil error: " + ", ".join(f"N={N} {v:.2e}" for N, v in e4.items()))
print(f"two-shell slope N=64,128: {s4:.3f}")

# critical field: loss of positive curvature at frozen potential
ratio = {}
for N in (16, 32, 64):
    c = cr[N]; m = n - 1; up, Cp = c.shift(c.u, 1), c.shift(c.C, 1)
    s0 = np.sum(up.conj()*c.u, axis=1); M = np.zeros((N*m, N*m), complex)
    for k in range(N):
        k2 = (k + 1) % N
        M[k2*m:k2*m+m, k*m:k*m+m] = Cp[k].conj().T @ c.C[k]/s0[k] - np.outer(
            Cp[k].conj().T @ c.u[k], up[k].conj() @ c.C[k])/s0[k]**2
    isd = 1/np.sqrt(c.D.ravel())
    lam, Y = np.linalg.eigh((M - M.conj().T)/2j*np.outer(isd, isd))
    eEc = -c.b/lam[0]; du = np.einsum('kic,kc->ki', c.C, (Y[:, 0]*isd).reshape(N, m))
    def F(tt, fld):
        w = c.u + tt*du; w = w/np.linalg.norm(w, axis=1)[:, None]
        en = np.einsum('ki,kij,kj->', w.conj(), c.H, w).real
        return en + fld/c.b*np.sum(np.angle(np.sum(c.shift(w, 1).conj()*w, axis=1)/s0))
    curv = lambda fld: F(1e-3, fld) + F(-1e-3, fld) - 2*F(0, fld)
    assert curv(0.97*eEc) > 0 > curv(1.03*eEc)
    ratio[N] = eEc*c.L/(2*np.pi*gap)
    print(f"N={N}: E_c = {eEc*1e9:.4e} V/m, eE_c L/(2 pi gap) = {ratio[N]:.4f}")
rext = 2*ratio[64] - ratio[32]
assert ratio[16] > ratio[32] > ratio[64] and abs(rext - 1) < 0.03
print(f"extrapolated eE_c L/(2 pi gap) = {rext:.4f}")

# harmonic well: the L^-2 term is absent
hw = 2.0; l2 = 2*ck/hw; nb = 80
low = np.diag(np.sqrt(np.arange(1, nb)), 1)
xe, xv = np.linalg.eigh(np.sqrt(l2/2)*(low + low.T)); dev = {}
print(f"oscillator: hbar omega = {hw} eV, hbar/(m omega) = {l2:.6f} nm^2")
for L in (2.0, 4.0):
    b = 2*np.pi/L
    wp, wm = (xv @ (np.exp(sg*1j*b*xe)*xv[0]) for sg in (1, -1))
    X = (wp/wp[0] - wm/wm[0])[1:]/(2j*b)
    dev[L] = 2*np.sum(abs(X)**2/(hw*np.arange(1, nb)))/(l2/hw) - 1
    b2 = b*b*l2/2
    assert abs(dev[L] - b2**2/18 - b2**4/600) < 1e-8
    print(f"L = {L} nm: beta^2 = {b2:.5f}, alpha/alpha0-1 = {dev[L]:.5e}, beta^4/18 = {b2**2/18:.5e}")
sho = slope(dev[2.0], dev[4.0], 2)
assert abs(sho + 4) < 0.02
print(f"oscillator slope = {sho:.4f}")
print("PASS")
```

Printed output:

```
hbar^2/2m = 0.038100 eV nm^2, e^2/eps0 = 18.09513 eV nm
a = 0.4 nm, A = 0.16 nm^2, V1 = 6.0 eV, V2 = 1.0 eV, f = 2, points/cell = 12
field = +-5.0e+06 V/m
gradient errors: energy 5e-10 eV, dipole 9e-13 nm (value 0.0045 nm)
gap = 3.86262 eV, valence width = 0.96978 eV
e^2/(eps0 A a) = 282.7364 eV/nm^2
B(iu1,iu1) = 5.372667e-03 nm^2/eV
B(iu1,iu3) = -3.874182e-05 nm^4/eV
eps_inf = 2.5190485, Adler-Wiser q->0 = 2.5190485
eps_inf without local fields = 2.9727913
C (formula) = -0.864871 nm^2
|X(b)-iu1-ib^2u3|/|b^2u3| at N=256: 1.6e-04
N  L(nm)  dphi(rad)  iter  eps_supercell  eps_linear  L^2(eps-eps_inf)(nm^2)
8 3.2 -4.012669e-04 32 2.444525 2.444525 -0.7631
12 4.8 -4.121439e-04 32 2.483682 2.483681 -0.8149
16 6.4 -4.163000e-04 32 2.498643 2.498643 -0.8358
24 9.6 -4.194013e-04 31 2.509808 2.509808 -0.8516
32 12.8 -4.205147e-04 31 2.513816 2.513815 -0.8573
N=32: |det S| = 0.96997, P(+E)-P(-E) = 1.340361e-04 C/m^2
C extrapolated: supercell N=16,32 -0.8645 nm^2; linear N=128,256 -0.864871 nm^2
log-log slope: supercell N=24,32 -1.977; linear N=128,256 -1.9994
eps(32) - C/L^2 = 2.519094
mesh error with exact u1: N=4 2.2e-01, N=8 3.4e-03, N=12 3.7e-05, N=16 3.5e-07
two-shell stencil error: N=16 -9.09e-04, N=32 -6.05e-05, N=64 -3.83e-06, N=128 -2.40e-07
two-shell slope N=64,128: -3.995
N=16: E_c = 4.2986e+09 V/m, eE_c L/(2 pi gap) = 1.1336
N=32: E_c = 2.0321e+09 V/m, eE_c L/(2 pi gap) = 1.0717
N=64: E_c = 9.8330e+08 V/m, eE_c L/(2 pi gap) = 1.0372
extrapolated eE_c L/(2 pi gap) = 1.0027
oscillator: hbar omega = 2.0 eV, hbar/(m omega) = 0.038100 nm^2
L = 2.0 nm: beta^2 = 0.18802, alpha/alpha0-1 = 1.96595e-03, beta^4/18 = 1.96387e-03
L = 4.0 nm: beta^2 = 0.04700, alpha/alpha0-1 = 1.22750e-04, beta^4/18 = 1.22742e-04
oscillator slope = -4.0014
PASS
```
